\section*{Two Dipole-Coupled Oscillators: Dispersion Energy and Polarization Catastrophe}

\section{The problem}

Two neutral model atoms have their centres a distance $R$ apart. In each, a mobile charge $q$ of mass $m$ is bound to a fixed charge $-q$ at the centre by an isotropic harmonic force, so that it oscillates with angular frequency $\omega$ in every direction. Let $\mathbf r_1$ and $\mathbf r_2$ be the displacements of the mobile charges from their own centres, and let $\mathbf n$ be the unit vector from centre 1 to centre 2. Atomic units are used, with $\hbar=1$ and $4\pi\varepsilon_0=1$.

A static field $F$ displaces the mobile charge by $qF/(m\omega^2)$. The dipole moment is $q$ times this, so the static polarizability is
\begin{equation}
\alpha=\frac{q^2}{m\omega^2}.
\label{eq:alpha}
\end{equation}
The atoms interact through the instantaneous Coulomb force, of which only the dipole--dipole part is kept. Exchange and retardation are neglected.

\begin{enumerate}
\item[(a)] What are the six mode frequencies of the coupled pair?
\item[(b)] By how much does the coupling shift the zero-point energy?
\item[(c)] What is the coefficient $C_6$ in the long-range law $\Delta E\to -C_6/R^6$?
\item[(d)] At what distance does the model cease to have a ground state?
\end{enumerate}

For numbers take $\alpha=10$ bohr$^3$, $\omega=0.5$ hartree and $R=5$ bohr. These are round model parameters and stand for no particular atom.

\section{A first estimate by scaling}

Neither atom has a permanent dipole, but the dipoles fluctuate even in the ground state. One Cartesian component $u$ of an oscillator has potential energy $\tfrac12 m\omega^2\langle u^2\rangle$ equal to half its zero-point energy, that is $\omega/4$. Therefore
\begin{equation}
\langle u^2\rangle=\frac{1}{2m\omega},\qquad
\langle (qu)^2\rangle=\frac{q^2}{2m\omega}=\frac{\alpha\omega}{2}.
\label{eq:fluct}
\end{equation}
Two dipoles of this size interact with an energy of order $v\sim\alpha\omega/R^3$. The sign of $v$ depends on their relative orientation, and for independent fluctuations the average is zero. An energy is gained when the motions become correlated. This is a second-order effect, of order $v^2$ divided by an excitation energy of order $\omega$:
\begin{equation}
|\Delta E|\sim\frac{v^2}{\omega}\sim\frac{\alpha^2\omega}{R^6}.
\label{eq:scaling}
\end{equation}
The estimate for $C_6$ is thus $\alpha^2\omega=10^2\times0.5=50$ hartree bohr$^6$. At $R=5$ bohr, where $\alpha/R^3=10/125=0.08$, the energy should be about $0.5\times0.08^2=0.0032$ hartree.

The distance in (d) can be estimated in the same way. A dipole $d$ produces a field of order $d/R^3$ at the other atom and induces there a dipole of order $\alpha d/R^3$. If this is as large as $d$ itself, the two dipoles can sustain each other without an external field. That happens at $R\sim\alpha^{1/3}$, a little more than 2 bohr here. Scaling fixes the powers but leaves the numerical factors open.

\section{Exact solution of the dipole model}

\subsection{The coupling}

Let $\mathbf R=R\mathbf n$ and $f(\mathbf s)=1/|\mathbf R+\mathbf s|$. The four Coulomb terms between the atoms are
\begin{equation}
V=q^2\left[f(0)-f(\mathbf r_2)-f(-\mathbf r_1)+f(\mathbf r_2-\mathbf r_1)\right].
\end{equation}
They belong, in order, to the two fixed charges, fixed charge 1 with mobile charge 2, mobile charge 1 with fixed charge 2, and the two mobile charges. For small displacements,
\begin{equation}
f(\mathbf s)=f(0)+\sum_i s_i\,\partial_i\frac1R+\frac12\sum_{ij}s_is_jD_{ij}+\dots,\qquad
D_{ij}=\partial_i\partial_j\frac1R .
\end{equation}
The constants cancel, and so do the linear terms, because $-\mathbf r_2+\mathbf r_1+(\mathbf r_2-\mathbf r_1)=0$. In second order the products of a displacement with itself cancel as well, and the two cross terms remain. Since $D_{ij}$ is symmetric, they are equal and together give
\begin{equation}
V\simeq-q^2\sum_{ij}r_{1i}\,r_{2j}\,D_{ij}.
\end{equation}
From $\partial_i(1/R)=-R_i/R^3$ a second differentiation gives $D_{ij}=-\delta_{ij}/R^3+3R_iR_j/R^5$. Hence
\begin{equation}
V\simeq\frac{q^2}{R^3}\left[\mathbf r_1\cdot\mathbf r_2-3(\mathbf r_1\cdot\mathbf n)(\mathbf r_2\cdot\mathbf n)\right].
\label{eq:V}
\end{equation}
The neglected terms are of third and higher order in the displacements. Keeping (\ref{eq:V}) alone defines the dipole model, and ``exact'' below means exact within this model.

\subsection{The six frequencies}

Choose one Cartesian axis along $\mathbf n$ and two across it. Equation (\ref{eq:V}) does not mix different axes. For the components $u_1,u_2$ along any one of them, the potential energy is
\begin{equation}
U=\tfrac12m\omega^2(u_1^2+u_2^2)+c\,\frac{q^2}{R^3}u_1u_2,
\label{eq:U}
\end{equation}
with $c=1-3=-2$ along $\mathbf n$ and $c=+1$ across it. Introduce
\begin{equation}
u_\pm=\frac{u_1\pm u_2}{\sqrt2},\qquad
u_1^2+u_2^2=u_+^2+u_-^2,\qquad
u_1u_2=\tfrac12(u_+^2-u_-^2).
\end{equation}
The transformation is a rotation, so the kinetic energy becomes $\tfrac12m(\dot u_+^2+\dot u_-^2)$. With $q^2=\alpha m\omega^2$ from (\ref{eq:alpha}) and the abbreviation $x=\alpha/R^3$, the potential energy is
\begin{equation}
U=\tfrac12m\omega^2(1+cx)\,u_+^2+\tfrac12m\omega^2(1-cx)\,u_-^2 .
\end{equation}
These are two independent oscillators. Inserting the values of $c$ answers (a):
\begin{align}
\text{axial, in phase:}\quad&\omega\sqrt{1-2x},&
\text{axial, out of phase:}\quad&\omega\sqrt{1+2x},\nonumber\\
\text{transverse, in phase:}\quad&\omega\sqrt{1+x},&
\text{transverse, out of phase:}\quad&\omega\sqrt{1-x}.
\label{eq:modes}
\end{align}
Each transverse frequency occurs twice, which makes six modes. The signs follow from electrostatics. Parallel dipoles in line, head to tail, attract, and this lowers the restoring force of the axial in-phase mode. Parallel dipoles side by side repel, and this stiffens the transverse in-phase mode.

For $x=0.08$ the axial frequencies are $0.5\sqrt{0.84}=0.4583$ and $0.5\sqrt{1.16}=0.5385$ hartree. The transverse ones are $0.5\sqrt{0.92}=0.4796$ and $0.5\sqrt{1.08}=0.5196$ hartree, each twice.

\subsection{The zero-point shift}

Each mode of frequency $\Omega$ has the ground-state energy $\Omega/2$. The uncoupled pair has six modes of frequency $\omega$ and hence the energy $3\omega$. As long as all six frequencies are real and positive, the answer to (b) is
\begin{equation}
\Delta E=\frac{\omega}{2}\left[\sqrt{1+2x}+\sqrt{1-2x}+2\sqrt{1+x}+2\sqrt{1-x}-6\right].
\label{eq:exact}
\end{equation}
The shift is negative. To see this, take a pair of roots with $0<y\le1$ and square their sum:
\begin{equation}
\left(\sqrt{1+y}+\sqrt{1-y}\right)^2=2+2\sqrt{1-y^2}<4 .
\end{equation}
Each pair therefore adds up to less than 2. The softened mode loses more zero-point energy than the stiffened one gains.

In the example, half the sum of the six frequencies is
\begin{equation}
\tfrac12\left[0.458258+0.538516+2(0.479583+0.519615)\right]=1.497585\ \text{hartree},
\end{equation}
against $3\omega=1.5$ hartree without coupling. The shift is $\Delta E=-0.002415$ hartree, or $-65.7$ meV. A direct diagonalization of the quantum Hamiltonian, which makes no use of normal modes, gives the same value; see the numerical output.

\subsection{The long-range coefficient}

At large distance $x$ is small. The binomial series
\begin{equation}
\sqrt{1+y}=1+\frac y2-\frac{y^2}{8}+\frac{y^3}{16}-\frac{5y^4}{128}+\dots
\end{equation}
gives, since odd powers cancel between $y$ and $-y$,
\begin{equation}
\sqrt{1+y}+\sqrt{1-y}=2-\frac{y^2}{4}-\frac{5y^4}{64}-\dots
\end{equation}
The axial pair has $y=2x$ and contributes $-x^2-\tfrac54x^4$ to the bracket in (\ref{eq:exact}). The two transverse pairs have $y=x$ and contribute $-\tfrac12x^2-\tfrac5{32}x^4$ together. Adding these and multiplying by $\omega/2$,
\begin{equation}
\Delta E=-\frac34\omega x^2-\frac{45}{64}\omega x^4-\dots
=-\frac34\,\frac{\alpha^2\omega}{R^6}\left[1+\frac{15}{16}x^2+\dots\right].
\label{eq:series}
\end{equation}
This answers (c):
\begin{equation}
C_6=\frac34\,\alpha^2\omega .
\label{eq:C6}
\end{equation}
In ordinary units, with $\alpha$ as a volume, $\omega$ is replaced by $\hbar\omega$. The example gives $C_6=0.75\times100\times0.5=37.5$ hartree bohr$^6$. Of this, 25 comes from the axial motion and 12.5 from the two transverse directions, in the ratio $x^2:\tfrac12x^2$ found above.

Perturbation theory shows where the factor $3/4$ comes from. Write $u=(a+a^\dagger)/\sqrt{2m\omega}$ for each component. Acting on the ground state, $u_1u_2$ creates one quantum on each atom. The first-order shift is therefore zero, and a single excited state, of energy $2\omega$, contributes for each axis. Its matrix element is
\begin{equation}
\frac{c\,q^2}{R^3}\,\frac{1}{2m\omega}=\frac{c\,\omega x}{2},
\end{equation}
so that the second-order energy, summed over the three axes, is
\begin{equation}
-\sum_{\text{axes}}\frac{(c\,\omega x/2)^2}{2\omega}
=-\frac{\omega x^2}{8}\left[(-2)^2+1^2+1^2\right]=-\frac34\,\omega x^2 .
\label{eq:pt}
\end{equation}

\subsection{The same energy as an RPA correlation energy}

The zero-point shift can also be written in terms of the response of the separate atoms. In a field of frequency $\nu$ the equation of motion $m\ddot u=-m\omega^2u+qF$ gives the polarizability $\alpha\omega^2/(\omega^2-\nu^2)$. At the imaginary frequency $\nu=\mathrm i s$ this is
\begin{equation}
\alpha(\mathrm i s)=\frac{\alpha\omega^2}{\omega^2+s^2}.
\end{equation}
For positive $\Omega$ the following identity holds:
\begin{equation}
\frac{\Omega-\omega}{2}=\frac1{2\pi}\int_0^\infty\ln\frac{s^2+\Omega^2}{s^2+\omega^2}\,ds .
\label{eq:id}
\end{equation}
Both sides vanish at $\Omega=\omega$. Their derivatives with respect to $\Omega$ agree too, because $\int_0^\infty 2\Omega\,ds/(s^2+\Omega^2)=\pi$.

Let $T$ be the $6\times6$ matrix for which the coupling energy (\ref{eq:V}) is $\tfrac12\,\mathbf d^{\mathsf T}T\,\mathbf d$, where $\mathbf d$ collects the six dipole components. Its eigenvalues $t_j$ are $\pm2/R^3$ once and $\pm1/R^3$ twice, and the modes (\ref{eq:modes}) are $\Omega_j^2=\omega^2(1+\alpha t_j)$. The argument of the logarithm is then $1+\alpha(\mathrm i s)t_j$, and summing (\ref{eq:id}) over the modes gives
\begin{equation}
\Delta E=\frac1{2\pi}\int_0^\infty\ln\det\left[1+\alpha(\mathrm i s)T\right]ds .
\label{eq:rpa}
\end{equation}
The random-phase approximation (RPA) for the correlation energy has this form with the first-order term $\alpha(\mathrm i s)\,\mathrm{Tr}\,T$ subtracted from the logarithm. Here $\mathrm{Tr}\,T=0$, so the subtraction changes nothing. For harmonic oscillators with bilinear coupling the RPA energy is thus the exact shift. Real electrons are not harmonic oscillators, and for them the RPA is an approximation.

The second-order term of the logarithm is $-\tfrac12\alpha(\mathrm i s)^2\,\mathrm{Tr}\,T^2$, with $\mathrm{Tr}\,T^2=(2\cdot4+4\cdot1)/R^6=12/R^6$. This yields the Casimir--Polder formula
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(\mathrm i s)^2ds
=\frac3\pi\,\alpha^2\,\frac{\pi\omega}{4}=\frac34\,\alpha^2\omega .
\end{equation}
The integral follows from $s=\omega\tan\theta$, which turns it into $\alpha^2\omega\int_0^{\pi/2}\cos^2\theta\,d\theta$.

\subsection{The polarization catastrophe}

As $R$ decreases, $x$ grows, and the first frequency in (\ref{eq:modes}) to reach zero is that of the axial in-phase mode. The condition $2x=1$ answers (d):
\begin{equation}
R_c=(2\alpha)^{1/3}.
\label{eq:Rc}
\end{equation}
For $\alpha=10$ bohr$^3$ this is $20^{1/3}=2.714$ bohr, or 1.436 \AA. At $R_c$ the soft mode has no restoring force. It moves like a free particle and has no normalizable ground state. For $R<R_c$ its potential is an inverted parabola, and the energy has no lower bound.

The static response announces the instability. In a field $F$ along the axis each dipole feels $F$ plus the field $2d/R^3$ of the other, so $d=\alpha(F+2d/R^3)$. Solving for $d$ and adding both atoms, the polarizability of the pair is
\begin{equation}
\alpha_\parallel=\frac{2\alpha}{1-2\alpha/R^3}.
\end{equation}
At 5 bohr it is $20/0.84=23.8$ bohr$^3$, not far above the uncoupled value of 20. At 3 bohr it has risen to 77 bohr$^3$ and at 2.75 bohr to 522 bohr$^3$.

The zero-point shift itself stays finite as $R_c$ is approached from above. Setting $x=\tfrac12$ in (\ref{eq:exact}),
\begin{equation}
\Delta E(R_c)=\frac\omega2\left[\sqrt2+2\sqrt{\tfrac32}+2\sqrt{\tfrac12}-6\right]=-0.1805\ \text{hartree}.
\end{equation}
Its slope does not stay finite. For $R=R_c+\delta$ with small $\delta>0$, $1-2x=1-(1+\delta/R_c)^{-3}\simeq3\delta/R_c$. The soft mode therefore contributes a square root, while the other five vary linearly in $\delta$:
\begin{equation}
\Delta E(R_c+\delta)-\Delta E(R_c)\simeq\frac\omega2\sqrt{\frac{3\delta}{R_c}} .
\end{equation}
The energy rises with distance, so the force is attractive, and it grows as $\delta^{-1/2}$.

\section{Comparison of estimate and solution}

The scaling argument gave the right powers of $\alpha$, $\omega$ and $R$. Its value of 50 hartree bohr$^6$ for $C_6$ exceeds the 37.5 of the solution by one third. Equation (\ref{eq:pt}) shows what was missing: the squared orientation factors add up to 6, while the size of the fluctuations and the excitation energy $2\omega$ together supply $1/8$. For the catastrophe, the estimate $\alpha^{1/3}$ lacks the factor $2^{1/3}\approx1.26$, because the field on the axis of a dipole is $2d/R^3$ and not $d/R^3$.

The inverse sixth power is itself an approximation to (\ref{eq:exact}). The two compare as follows.

\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & $\Delta E$ (hartree) & $-C_6/R^6$ (hartree) & ratio\\
10.00 & $-0.0000375$ & $-0.0000375$ & 1.000\\
5.00 & $-0.002415$ & $-0.002400$ & 1.006\\
4.00 & $-0.00938$ & $-0.00916$ & 1.024\\
3.00 & $-0.0608$ & $-0.0514$ & 1.182\\
2.75 & $-0.1322$ & $-0.0867$ & 1.525
\end{tabular}
\end{center}

At 5 bohr the excess of 0.6\,\% over the leading term is what (\ref{eq:series}) predicts, $\tfrac{15}{16}\times0.08^2=0.006$. At 3 bohr, where $x=10/27=0.37$, the same correction gives 0.13 instead of 0.18, so higher powers of $x$ already matter. At $R_c$ the leading law gives $-0.0938$ hartree, about half of the exact shift. It passes through $R_c$ smoothly and gives no sign of the instability.

These deviations belong to the dipole model and should not be read as corrections for real atoms. The correction in (\ref{eq:series}) falls off as $R^{-12}$. The terms dropped from (\ref{eq:V}) begin with a dipole--quadrupole coupling proportional to $R^{-4}$, which in second order gives an energy proportional to $R^{-8}$. At large distance this outweighs the $R^{-12}$ term.

Near $R_c$ the expansion in small displacements fails as well. The size of the displacements depends on $m$, which $\alpha$ and $\omega$ do not fix. If the mobile charge has the mass of an electron, so that (\ref{eq:alpha}) requires $|q|=1.58$ (a unit charge would need $m=0.4$ and give larger displacements), (\ref{eq:fluct}) gives $\langle r^2\rangle=3/(2\omega)=3$ bohr$^2$ for an uncoupled atom. The root-mean-square displacement is then about 1.7 bohr, which is already not small compared with $R_c=2.7$ bohr. The coupling makes it larger. A mode of frequency $\Omega$ has $\langle u^2\rangle=1/(2m\Omega)$, so the axial component on one atom has $\langle u_1^2\rangle=\tfrac12\langle u_+^2+u_-^2\rangle$, which diverges as the soft frequency goes to zero. At $R=2.75$ bohr the root-mean-square displacement of each mobile charge is about 2.3 bohr. The charge distributions overlap, and neither the point-dipole field nor the neglect of exchange is justified. The dipole approximation in fact loses accuracy well outside $R_c$. For the same mass the $R^{-8}$ term has the coefficient $C_8=5C_6/(m\omega)=375$ hartree bohr$^8$, which makes it 10\,\% of the $C_6$ term at 10 bohr and 40\,\% at 5 bohr. The catastrophe thus lies in a range where the model no longer holds; it does not predict that two atoms collapse at this distance.

\section*{Numbers as computed}
\begin{verbatim}
polarizability alpha = 10.0 bohr^3
free frequency w = 0.50 hartree
distance R = 5.0 bohr
coupling x = alpha/R^3 = 0.0800
mode axial, in phase: 0.458258 hartree
mode transverse, out of phase (1): 0.479583 hartree
mode transverse, out of phase (2): 0.479583 hartree
mode transverse, in phase (1): 0.519615 hartree
mode transverse, in phase (2): 0.519615 hartree
mode axial, out of phase: 0.538516 hartree
zero-point energy, uncoupled: 1.500000 hartree
zero-point energy, coupled: 1.497585 hartree
shift from closed formula: -0.00241458 hartree
shift from number-basis diagonalization: -0.00241458 hartree
shift from RPA integral: -0.00241458 hartree
shift converted: -65.704 meV
axial part of shift: -0.00161297 hartree
transverse part of shift: -0.00080161 hartree
C6 from formula: 37.5000 hartree bohr^6
C6 from perturbation sum: 37.5000 hartree bohr^6
C6 from Casimir-Polder integral: 37.5000 hartree bohr^6
axial part of C6: 25.0000 hartree bohr^6
transverse part of C6: 12.5000 hartree bohr^6
relative x^2 coefficient, numerical at 10 bohr: 0.9377
R (bohr) | exact shift (hartree) | -C6/R^6 (hartree) | exact/C6 ratio
10.00 | -0.00003750 | -0.00003750 | 1.0001
 5.00 | -0.00241458 | -0.00240000 | 1.0061
 4.00 | -0.00937531 | -0.00915527 | 1.0240
 3.00 | -0.06080327 | -0.05144033 | 1.1820
 2.75 | -0.13220048 | -0.08670320 | 1.5247
catastrophe distance R_c = 2.71442 bohr
R_c converted: 1.4364 angstrom
shift at R_c (limit from above): -0.180521 hartree
-C6/R_c^6 = -0.093750 hartree
root-law coefficient, numerical: 0.2627 hartree/bohr^0.5
root-law coefficient, formula: 0.2628 hartree/bohr^0.5
axial polarizability of uncoupled pair: 20.00 bohr^3
axial pair polarizability at 5.00 bohr: 23.81 bohr^3
axial pair polarizability at 3.00 bohr: 77.14 bohr^3
axial pair polarizability at 2.75 bohr: 521.96 bohr^3
\end{verbatim}
